\section*{Commensurate twisted honeycomb bilayers: periods, cell sizes and the moiré beat}

\section*{The system}

Two identical honeycomb layers lie in parallel planes at different heights. They are rigid, and their lattice constant $a$ is the unit of length in the algebra. Layer 2 is turned anticlockwise by an angle $\theta$ relative to layer 1, with $0<\theta\le 60^\circ$, and may also be shifted sideways by any vector $s$.

A vector in the plane is written as a complex number. With $\omega=e^{i\pi/3}$, the lattice of layer 1 is
\begin{equation}
\Lambda=\{p+q\omega:\ p,q\ \text{integers}\},
\end{equation}
and its atoms sit at $\lambda$ and $\lambda+\beta$, where $\lambda$ runs over $\Lambda$ and $\beta=(1+\omega)/3$. The atoms of layer 2 sit at $e^{i\theta}\lambda+s$ and $e^{i\theta}(\lambda+\beta)+s$. For a complex number $c$, the symbol $c\Lambda$ means the set of all products $c\lambda$. The bilayer is called commensurate if some non-zero translation in the plane maps it onto itself.

\section*{Part (a): lattice arithmetic and translations}

\textbf{Question.} Show that products of elements of $\Lambda$ lie in $\Lambda$, that $\omega\Lambda=\Lambda$, and find $|p+q\omega|^2$. Then determine which translations map the bilayer onto itself.

\textbf{Answer.} From $\omega=\tfrac12+\tfrac{\sqrt3}{2}i$,
\begin{equation}
\omega^2=\tfrac14-\tfrac34+\tfrac{\sqrt3}{2}i=-\tfrac12+\tfrac{\sqrt3}{2}i=\omega-1 .
\label{eq:omega2}
\end{equation}
A product of two lattice elements is therefore
\begin{align}
(p+q\omega)(r+s'\omega)&=pr+(ps'+qr)\omega+qs'\omega^2\nonumber\\
&=(pr-qs')+(ps'+qr+qs')\omega ,
\end{align}
which has integer coefficients and lies in $\Lambda$. Both $\omega$ and $\omega^{-1}=\bar\omega=1-\omega$ belong to $\Lambda$. Multiplication by either keeps $\Lambda$ inside itself, so $\omega\Lambda=\Lambda$. This is the sixfold symmetry of the lattice. Since $\bar\omega$ is in $\Lambda$, complex conjugation also maps $\Lambda$ onto itself.

The scalar product of two vectors $z$ and $w$ is $\mathrm{Re}(\bar z w)$. Because $1\cdot1=\omega\cdot\omega=1$ and $1\cdot\omega=\tfrac12$ as scalar products,
\begin{equation}
(p+q\omega)\cdot(r+s'\omega)=pr+qs'+\tfrac12(ps'+qr),
\label{eq:dot}
\end{equation}
and in particular $|p+q\omega|^2=p^2+pq+q^2$.

A translation in the plane does not change heights, so it must map each layer onto itself. Every $d$ in $\Lambda$ does this for layer 1. No other $d$ does. The atom at $0$ must go to an atom, so the remaining possibility is $d=\beta+\lambda$. The atom at $\beta$ would then go to $2\beta+\lambda$. Neither $2\beta=(2+2\omega)/3$ nor $2\beta-\beta=(1+\omega)/3$ is in $\Lambda$, so there is no atom at that place.

For layer 2 the same argument holds in the rotated frame and requires $e^{-i\theta}d$ to be in $\Lambda$. The shift $s$ drops out, because a translation concerns differences of positions. The translations of the bilayer are therefore
\begin{equation}
C=\Lambda\cap e^{i\theta}\Lambda .
\label{eq:C}
\end{equation}
Since $\omega\Lambda=\Lambda$, also $\omega C=C$. One non-zero translation $d$ thus brings with it the independent translation $\omega d$, and a commensurate bilayer is periodic in two directions.

\section*{Part (b): a family of angles}

\textbf{Question.} For an integer $m\ge0$ let
\begin{equation}
t'=(m+1)+m\omega,\qquad t=m+(m+1)\omega .
\end{equation}
Show that a rotation takes $t'$ into $t$, find the cosine of its angle $\theta_m$, and explain why the bilayer with this twist is commensurate.

\textbf{Answer.} The two vectors have the same coefficients in exchanged order, and $p^2+pq+q^2$ does not change under this exchange. Both have the squared length
\begin{equation}
M=m^2+m(m+1)+(m+1)^2=3m^2+3m+1 .
\label{eq:M}
\end{equation}
Vectors of equal length are related by a rotation, $t=e^{i\theta_m}t'$. Equation \eqref{eq:dot} gives
\begin{align}
t\cdot t'&=m(m+1)+(m+1)m+\tfrac12\left[m^2+(m+1)^2\right]\nonumber\\
&=2m^2+2m+m^2+m+\tfrac12=3m^2+3m+\tfrac12 ,
\end{align}
and division by $|t|\,|t'|=M$ yields
\begin{equation}
\cos\theta_m=\frac{3m^2+3m+\frac12}{3m^2+3m+1}=1-\frac{1}{2M}.
\label{eq:cos}
\end{equation}
The sense of rotation follows from the oriented area spanned by $t'$ and $t$, which is $\tfrac{\sqrt3}{2}[(m+1)^2-m^2]=\tfrac{\sqrt3}{2}(2m+1)>0$. The rotation is anticlockwise. As $M\ge1$, the cosine is at least $\tfrac12$, so $0<\theta_m\le60^\circ$.

The vector $t$ lies in $\Lambda$. It is also $e^{i\theta_m}$ times the element $t'$ of $\Lambda$, so it lies in $e^{i\theta_m}\Lambda$. By \eqref{eq:C} it is a translation of the bilayer.

For $m=0$ the angle is $60^\circ$ and the two lattices coincide. For $m=1$, $\cos\theta_1=6.5/7=0.9286$ and $\theta_1=21.8^\circ$. As $m$ grows, the angle tends to zero.

\section*{Part (c): the primitive cell}

\textbf{Question.} Part (b) supplies one common translation, but a shorter one might exist. Determine all translations of the bilayer at $\theta=\theta_m$ and the number of atoms in its primitive cell.

\textbf{Answer.} Let $z$ be any element of $C$. Then $z=e^{i\theta_m}w$ with $w$ in $\Lambda$, and since $e^{i\theta_m}=t/t'$,
\begin{equation}
z\,t'=t\,w .
\label{eq:ztw}
\end{equation}
By \eqref{eq:omega2} the difference of the two vectors is
\begin{equation}
t-t'=-1+\omega=\omega^2 .
\end{equation}
Inserting $t'=t-\omega^2$ in \eqref{eq:ztw} gives $zt-\omega^2z=tw$, and hence
\begin{equation}
z=\omega^{-2}\,t\,(z-w).
\end{equation}
Here $z-w$ is in $\Lambda$, and so is $\omega^{-2}(z-w)$. Every common translation is thus $t$ times a lattice element. Conversely, any $t\lambda$ is in $\Lambda$ and equals $e^{i\theta_m}(t'\lambda)$, so it is in $C$. Therefore
\begin{equation}
C=t\Lambda .
\label{eq:CtL}
\end{equation}
This is a triangular lattice with primitive vectors $t$ and $\omega t$ and period $L=|t|=\sqrt M$, or $a\sqrt M$ in ordinary units. No shorter translation exists, because the shortest non-zero element of $\Lambda$ has length 1.

The primitive cell has the area $|t|^2\sin60^\circ=M\sin60^\circ$, and the cell of one layer has the area $\sin60^\circ$. The common cell is a period of each layer, so it holds $M$ cells of each. With two layers and two atoms per cell,
\begin{equation}
N=2\cdot2\cdot M=4(3m^2+3m+1).
\label{eq:N}
\end{equation}
For $m=0$ this is the four-atom cell of an untwisted bilayer. For $m=1$ it is 28 atoms.

\section*{Part (d): the moiré beat and a bound on the cell}

\textbf{Question.} A point of layer 2 that was at $w$ before the rotation is found at $z=e^{i\theta}w$. Its displacement $u(z)=z-w$ describes the local stacking, and stackings that differ by an element of $\Lambda$ are equivalent. Find the lattice on which the local stacking repeats, for any $\theta$ in the range. Deduce a lower bound on the number of atoms per cell of any commensurate bilayer.

\textbf{Answer.} With $w=e^{-i\theta}z$, the displacement is $u(z)=(1-e^{-i\theta})z$. A sideways shift of layer 2 adds a constant and does not affect the repetition. The stacking repeats under a change of position $z$ for which $(1-e^{-i\theta})z$ is in $\Lambda$. These $z$ form the beat lattice
\begin{equation}
B=z_0\Lambda,\qquad z_0=\frac{1}{1-e^{-i\theta}} .
\end{equation}
To find $z_0$, take out half the phase:
\begin{equation}
1-e^{-i\theta}=e^{-i\theta/2}\left(e^{i\theta/2}-e^{-i\theta/2}\right)=2i\sin\tfrac{\theta}{2}\;e^{-i\theta/2}.
\end{equation}
Then
\begin{equation}
z_0=\frac{\cos\frac\theta2+i\sin\frac\theta2}{2i\sin\frac\theta2}
=\frac12-\frac i2\cot\frac\theta2 ,\qquad |z_0|=\frac{1}{2\sin(\theta/2)} .
\label{eq:z0}
\end{equation}
The beat period is $a/[2\sin(\theta/2)]$ in ordinary units. It varies smoothly with the angle and exists whether or not the bilayer is commensurate. The picture of a local stacking is a good one when $\theta$ is small, so that the layers look nearly parallel over many cells. The definition of $B$ can be used at every angle, but for $\theta>30^\circ$ it is only a formal one. Since $\omega\Lambda=\Lambda$, such a twist is also a twist of $-(60^\circ-\theta)$, and the visible moiré pattern has the longer period $a/[2\sin(30^\circ-\theta/2)]$, which becomes infinite at $\theta=60^\circ$. The bound derived next remains true for $30^\circ<\theta<60^\circ$, but there the same bound with $60^\circ-\theta$ in place of $\theta$ also holds and is stronger.

If $z$ is in $C$, then $z$ and $e^{-i\theta}z$ are both in $\Lambda$, and so is their difference $(1-e^{-i\theta})z$. Every translation of the crystal is thus a translation of the beat pattern: $C$ is contained in $B$. The primitive cell of a lattice contained in another is at least as large as the cell of the latter. The cell of $B$ has the area $|z_0|^2\sin60^\circ$. The bilayer has four atoms per area $\sin60^\circ$, so for every commensurate bilayer
\begin{equation}
N\ \ge\ 4|z_0|^2=\frac{1}{\sin^2(\theta/2)} .
\label{eq:bound}
\end{equation}

\section*{Part (e): when the bound is reached}

\textbf{Question.} Find all angles in $0<\theta\le60^\circ$ at which the crystal period equals the beat period.

\textbf{Answer.} Since $C$ is contained in $B$, equal periods mean $C=B$. This holds if and only if $z_0$ is in $\Lambda$:
\begin{itemize}
\item If $C=B$, then $z_0$ is in $C$ and hence in $\Lambda$.
\item If $z_0$ is in $\Lambda$, the definition $z_0(1-e^{-i\theta})=1$ gives $e^{-i\theta}z_0=z_0-1$, which is in $\Lambda$ too. For any $\lambda$ in $\Lambda$, both $z_0\lambda$ and $e^{-i\theta}z_0\lambda$ are then in $\Lambda$, so $z_0\lambda$ is in $C$. Thus $B$ is contained in $C$, and the two are equal.
\end{itemize}

Now set $z_0=p+q\omega$ and compare with \eqref{eq:z0}. The real and imaginary parts give
\begin{equation}
p+\frac q2=\frac12,\qquad \frac{\sqrt3}{2}\,q=-\frac12\cot\frac\theta2 .
\end{equation}
The first gives $q=1-2p$, and the second becomes $\cot(\theta/2)=\sqrt3\,(2p-1)$. In the given range $\theta/2\le30^\circ$, so the cotangent is at least $\sqrt3$ and $p\ge1$. With $p=m+1$,
\begin{equation}
\cot\frac{\theta}{2}=\sqrt3\,(2m+1),\qquad m=0,1,2,\dots
\label{eq:cot}
\end{equation}
The identity $\cos\theta=(\cot^2\frac\theta2-1)/(\cot^2\frac\theta2+1)$ turns this into
\begin{equation}
\cos\theta=\frac{3(2m+1)^2-1}{3(2m+1)^2+1}=\frac{12m^2+12m+2}{12m^2+12m+4}
=\frac{3m^2+3m+\frac12}{3m^2+3m+1},
\end{equation}
which is \eqref{eq:cos}. The angles $\theta_m$ are therefore all the angles at which the crystal repeats after one period of the lattice $B$, built as in part (d) from the angle $\theta$ itself. At a given commensurate angle no cell can be smaller than \eqref{eq:bound} allows, and this family reaches the limit.

\section*{Part (f): a twist near $1.05^\circ$}

\textbf{Question.} Find the member of the family closest to $1.05^\circ$, its number of atoms, and its period for an assumed lattice constant $a=2.46$ angstrom, which only sets the length scale. How does $N$ depend on the angle when the twist is small?

\textbf{Answer.} Solving \eqref{eq:cot} for $m$ at the wanted angle gives
\begin{equation}
m=\frac12\left[\frac{\cot(\theta/2)}{\sqrt3}-1\right]=31.0036\quad\text{for }\theta=1.05^\circ .
\end{equation}
This is not an integer, so a twist of precisely $1.05^\circ$ is not in the family. The nearest member has $m=31$:
\begin{align}
M&=3\cdot961+3\cdot31+1=2977,\qquad N=4\cdot2977=11908,\\
\cos\theta_{31}&=\frac{2976.5}{2977}=0.999832,\qquad \theta_{31}=1.0501^\circ .
\end{align}
The period is $L=2.46\sqrt{2977}=134$ angstrom, or 254 bohr. The neighbours $m=30$ and $m=32$ lie at $1.0845^\circ$ and $1.0178^\circ$, with 11164 and 12676 atoms. Near this angle the family thus offers a choice of twist in steps of about $0.03^\circ$.

Within the family the bound \eqref{eq:bound} is an equality, $N=1/\sin^2(\theta/2)$. For small $x$, $\sin^2x=x^2(1-x^2/3+\dots)$, so $1/\sin^2x=1/x^2+1/3+O(x^2)$. With $x=\theta/2$,
\begin{equation}
N=\frac{4}{\theta^2}+\frac13+O(\theta^2),\qquad \theta\ \text{in radians}.
\end{equation}
With the unrounded angle $\theta_{31}$, which is $0.018328$ radians to five figures, the first term is $11907.67$, and adding $\tfrac13$ gives 11908 to the digits shown. Within the family, a member at about half a small twist has a cell about four times as large: $m=63$ lies at $0.5209^\circ$ and has 48388 atoms, 4.06 times the number for $m=31$. This scaling does not extend to commensurate angles outside the family, where the cell exceeds the bound by an amount that is not a smooth function of the angle.

\section*{Part (g): commensurate angles outside the family}

\textbf{Question.} Find the number of atoms per cell for (i) the twist $60^\circ-\theta_1$ and (ii) the twist that takes $5+3\omega$ into $3+5\omega$. Compare each with the bound of part (d).

\textbf{Answer.} (i) Since $\omega\Lambda=\Lambda$, the rotated lattice is $e^{-i\theta_1}\omega\Lambda=e^{-i\theta_1}\Lambda$. The common lattice $\Lambda\cap e^{-i\theta_1}\Lambda$ is the complex conjugate, that is the mirror image, of the one at $\theta_1$. Its cell has the same area, and $N=28$. The angle is $38.2^\circ$, where the bound is $9.33$ atoms. The crystal period is $\sqrt{28/9.33}=1.73$ periods of the lattice $B$ built from this angle. That ratio depends on the orientation from which the twist is counted. Since $\omega\beta=\omega-\beta$, a turn by $60^\circ$ only shifts a layer by $-\beta$, so this bilayer is also a twist of $-\theta_1$ with a different shift $s$. The beat period for that twist is $1/[2\sin(\theta_1/2)]=\sqrt7$, which equals the crystal period.

(ii) Now $t'=5+3\omega$ and $t=3+5\omega$, with squared length $25+15+9=49$ and scalar product $15+15+\tfrac12(9+25)=47$. Thus $\cos\theta=47/49$ and $\theta=16.4^\circ$. The difference is $t-t'=-2+2\omega=2\omega^2$, so the argument of part (c) yields
\begin{equation}
2z=t\lambda,\qquad \lambda=\omega^{-2}(z-w)\ \text{in}\ \Lambda .
\end{equation}
The factor 2 must still be removed. Multiplication by $\bar t$, which is in $\Lambda$, gives $2z\bar t=49\lambda$, or
\begin{equation}
\lambda=2z\bar t-48\lambda=2\,(z\bar t-24\lambda).
\end{equation}
So $\lambda$ is twice a lattice element, and $z=t\lambda/2$ is in $t\Lambda$. Conversely, all of $t\Lambda$ is in $C$, as before. Hence $C=t\Lambda$, $M=49$ and $N=196$. Since $\sin^2(\theta/2)=\tfrac12(1-\tfrac{47}{49})=\tfrac1{49}$, the bound is 49 atoms. The crystal has four times as many, and its period is two beat periods. After one beat period the displacement $u$ is equivalent to its initial value, but the atoms do not repeat, because $z_0=t/(t-t')=\omega^{-2}t/2$ is only half a lattice vector.

The formula \eqref{eq:cos} is thus not a list of all commensurate angles. A numerical search over all commensurate twists in $0<\theta\le60^\circ$ with $M\le100$ finds 29 angles. All obey the bound, and 6 reach it, namely those with $m=0$ to $5$. The same program confirms the cells of parts (c), (f) and (g) by finding the shortest translation of the atoms and counting the atoms in the cell.

These results are geometric and rest on two equal, undistorted lattices. If the atoms relax with displacements that keep the translations $C$, the count $N$ still describes a repeating cell. If one layer is stretched relative to the other, the condition \eqref{eq:C} changes and the angles must be found anew.

\section*{Table of computed values}
\begin{verbatim}
lattice constant a = 2.46 angstrom (rough, sets scale only)
family members (period and atoms found by search):
  m =  0: cos = 0.500000, theta = 60.0000 deg, M = 1, atoms = 4, L = 2.460 angstrom
  m =  1: cos = 0.928571, theta = 21.7868 deg, M = 7, atoms = 28, L = 6.509 angstrom
  m =  2: cos = 0.973684, theta = 13.1736 deg, M = 19, atoms = 76, L = 10.723 angstrom
  m =  3: cos = 0.986486, theta = 9.4300 deg, M = 37, atoms = 148, L = 14.964 angstrom
  m = 30: cos = 0.999821, theta = 1.0845 deg, M = 2791, atoms = 11164, L = 129.962 angstrom
  m = 31: cos = 0.999832, theta = 1.0501 deg, M = 2977, atoms = 11908, L = 134.222 angstrom
  m = 32: cos = 0.999842, theta = 1.0178 deg, M = 3169, atoms = 12676, L = 138.483 angstrom
m = 31: theta = 0.018328 rad
m = 31: period L = 253.64 bohr
m = 31: small-angle estimate 4/theta^2 = 11907.67 atoms
target 1.05 deg: m from cotangent formula = 31.0036
target 1.05 deg: nearest member by direct search m = 31
commensurate angles in (0, 60] deg with M <= 100: 29
of these, period equal to beat period: 6
  they are (deg): 6.009, 7.341, 9.430, 13.174, 21.787, 60.000
commensurate angles outside the family:
  60 deg - theta_1: theta = 38.213 deg, M = 7, atoms = 28
    lower bound 1/sin^2(theta/2) = 9.333 atoms, period/beat = 1.7321
  5+3w into 3+5w: theta = 16.426 deg, M = 49, atoms = 196
    lower bound 1/sin^2(theta/2) = 49.000 atoms, period/beat = 2.0000
\end{verbatim}
